# Debugging a numerical check: The Levine-Louie Dielectric Function and Its Wavevector-Dependent Exchange Fraction

```python
"""Levine-Louie model dielectric function and its exchange fraction.

Result under test (atomic units): moving Lindhard absorption from frequency u
to sqrt(u^2 + gap^2) keeps the f-sum rule and gives a closed static function
eps(q); statically screened exchange then has the fraction alpha(q) = 1/eps(q).
Symbols: n density, kF Fermi wavevector, wp plasma frequency, gap the model
gap parameter, q wavevector, mu range-separation parameter of a hybrid.
"""
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erfc

mp.mp.dps = 60
BOHR = physical_constants["Bohr radius"][0] * 1e10       # angstrom
HARTREE = physical_constants["Hartree energy in eV"][0]  # eV

density_A = 0.2      # electrons per cubic angstrom
eps0 = 10.0          # chosen long-wave static dielectric constant
n = density_A * BOHR**3
kF = (3 * np.pi**2 * n) ** (1 / 3)
wp = np.sqrt(4 * np.pi * n)
gap = wp / np.sqrt(eps0 - 1)
qTF = np.sqrt(4 * kF / np.pi)


def lindhard_eps2(q, w):
    """Lindhard absorption for w >= 0."""
    first = max(0.0, kF**2 - (w / q - q / 2) ** 2)
    second = max(0.0, kF**2 - (w / q + q / 2) ** 2)
    return (first - second) / q**3


def model_eps2(q, w):
    """Absorption shifted in squared frequency."""
    if w <= gap:
        return 0.0
    return lindhard_eps2(q, np.sqrt(w * w - gap * gap))


def kinks(q):
    return np.array([0.0, abs(q * kF - q * q / 2), q * kF + q * q / 2])


def integrate(function, edges):
    return sum(quad(function, lo, hi, limit=200)[0]
               for lo, hi in zip(edges[:-1], edges[1:]))


def model_integral(weight, q):
    edges = np.sqrt(gap**2 + kinks(q) ** 2)
    return integrate(lambda w: weight(w) * model_eps2(q, w), edges)


def static_parts(q, g):
    """Pieces of the closed static formula, in high precision."""
    q, g, k = mp.mpf(q), mp.mpf(g), mp.mpf(kF)
    Q, delta = q / k, 2 * g / k**2
    s, a = Q / 2, delta / (2 * Q)
    log_part = mp.log(((1 + s) ** 2 + a**2) / ((1 - s) ** 2 + a**2))
    atan_part = mp.atan((1 + s) / a) + mp.atan((1 - s) / a)
    F = (mp.mpf(1) / 2 + (1 - s**2 + a**2) / (4 * Q) * log_part
         - delta / (4 * Q) * atan_part)
    eps = 1 + 4 * F / (mp.pi * k * Q**2)
    return Q, delta, s, a, log_part, atan_part, F, eps


def static_eps(q, g=gap):
    return static_parts(q, g)[-1]


def alpha(q):
    return 1 / eps0 if q == 0 else float(1 / static_eps(q))


def hybrid_alpha(q, mu):
    return 1 - (1 - 1 / eps0) * np.exp(-q * q / (4 * mu * mu))


# Absorption from sampled electron-hole pairs with energies sqrt(D^2+gap^2)
rng = np.random.default_rng(7)
k = rng.uniform(-kF, kF, size=(2000000, 3))
k = k[np.sum(k * k, axis=1) < kF**2]
for q in (0.6 * kF, 2.3 * kF):
    final_sq = np.sum(k * k, axis=1) + 2 * q * k[:, 2] + q * q
    D = k[:, 2] * q + q * q / 2
    allowed = final_sq > kF**2
    assert np.all(D[allowed] > 0)
    energy = np.sqrt(D[allowed] ** 2 + gap**2)
    top = np.sqrt(gap**2 + kinks(q)[2] ** 2)
    bins = np.linspace(gap, top, 11)
    sampled = np.histogram(energy, bins, weights=D[allowed] / energy)[0]
    sampled = sampled * 4 * np.pi**2 * n / q**2 / len(k)
    formula = np.array([quad(lambda w: model_eps2(q, w), lo, hi, limit=200)[0]
                        for lo, hi in zip(bins[:-1], bins[1:])])
    # two per cent of the largest bin covers the sampling noise
    assert np.max(abs(sampled - formula)) < 0.02 * np.max(formula)

# f-sum rule, Kramers-Kronig transforms and the closed static formula
target = np.pi * wp**2 / 2
for q in (0.2 * kF, 0.8 * kF, 1.7 * kF, 3.0 * kF):
    assert abs(model_integral(lambda w: w, q) / target - 1) < 1e-6
    for w0 in (0.0, 0.6 * gap):
        transform = 1 + 2 / np.pi * model_integral(
            lambda w: w / (w * w - w0 * w0), q)
        closed = float(static_eps(q, np.sqrt(gap**2 - w0**2)))
        assert abs(transform / closed - 1) < 1e-6

# A rigid shift must overshoot by gap times the zeroth moment
q_demo = 1.0 * BOHR
model_sum = model_integral(lambda w: w, q_demo)
rigid_sum = integrate(lambda w: w * lindhard_eps2(q_demo, max(0.0, w - gap)),
                      gap + kinks(q_demo))
zeroth = integrate(lambda w: lindhard_eps2(q_demo, w), kinks(q_demo))
assert abs(rigid_sum / (target + gap * zeroth) - 1) < 1e-6
assert rigid_sum > 1.1 * target

# Long-wave and short-wave limits
q_small = 1e-4
assert abs(float(static_eps(1e-7)) / eps0 - 1) < 1e-8
slope_eps = float((static_eps(q_small) - static_eps(1e-12)) / q_small**2)
slope_formula = -(eps0 - 1) * 3 * kF**2 / (5 * gap**2)
assert abs(slope_eps / slope_formula - 1) < 1e-4
q_large = 1000 * kF
assert abs(float((static_eps(q_large) - 1) * q_large**4) / (4 * wp**2) - 1) < 1e-4

# Zero of the dielectric function above the narrow long-wave continuum
q_long = 0.005


def real_eps(w0):
    return 1 + 2 / np.pi * model_integral(
        lambda w: w / (w * w - w0 * w0), q_long)


plasmon = brentq(real_eps, 1.5 * gap, 3 * wp)
plasmon_formula = np.sqrt(wp**2 + gap**2)
assert abs(plasmon / plasmon_formula - 1) < 1e-3

# Bounds and monotonic rise of the exchange fraction for these parameters
q_grid = np.linspace(0.0, 8.0, 161) * BOHR
alpha_grid = np.array([alpha(q) for q in q_grid])
assert np.all(np.diff(alpha_grid) > 0)
assert alpha_grid[0] >= 1 / eps0 and alpha_grid[-1] < 1


# Range-separated hybrid: Fourier transform and the two matches
def mu_curvature(dielectric_constant):
    return qTF * np.sqrt(5 / 36 * dielectric_constant / (dielectric_constant - 1))


mu_c = mu_curvature(eps0)
for q in (0.5, 1.3):
    transform = 4 * np.pi / q * quad(
        lambda r: erfc(mu_c * r) * np.sin(q * r), 0, 12 / mu_c, limit=300)[0]
    formula = 4 * np.pi / q**2 * (1 - np.exp(-q * q / (4 * mu_c**2)))
    assert abs(transform / formula - 1) < 1e-7
for constant in (5.0, eps0, 20.0):
    g = wp / np.sqrt(constant - 1)
    rise = float(1 / static_eps(q_small, g) - 1 / static_eps(1e-12, g))
    mu_from_rise = np.sqrt((1 - 1 / constant) * q_small**2 / (4 * rise))
    assert abs(mu_from_rise / mu_curvature(constant) - 1) < 1e-4


def q_at(fraction):
    return brentq(lambda q: alpha(q) - fraction, 1e-3, 20.0)


half_level = (1 + 1 / eps0) / 2
q_half = q_at(half_level)
mu_h = q_half / (2 * np.sqrt(np.log(2)))
assert abs(hybrid_alpha(q_half, mu_h) - alpha(q_half)) < 1e-9
error_c = hybrid_alpha(q_grid, mu_c) - alpha_grid
error_h = hybrid_alpha(q_grid, mu_h) - alpha_grid
ic, ih = np.argmax(abs(error_c)), np.argmax(abs(error_h))

# Order of the limits q -> 0 and gap -> 0
tiny_gap = 1e-6
metal_coefficient = float(1 / static_eps(1e-3, tiny_gap)) * qTF**2 / 1e-3**2
rise = 1 / static_eps(1e-9, tiny_gap) - 1 / static_eps(1e-15, tiny_gap)
gapped_coefficient = float(rise / mp.mpf(1e-9) ** 2) * qTF**2
assert abs(metal_coefficient - 1) < 0.01      # finite q and gap remain
assert abs(gapped_coefficient - 9 / 5) < 1e-3

print(f"density n = {density_A:.2f} 1/angstrom^3")
print(f"chosen eps(0) = {eps0:.1f}, alpha(0) = {1/eps0:.3f}")
print(f"kF = {kF/BOHR:.4f} 1/angstrom")
print(f"Thomas-Fermi wavevector = {qTF/BOHR:.4f} 1/angstrom")
print(f"plasma energy wp = {wp*HARTREE:.3f} eV")
print(f"gap parameter = {gap*HARTREE:.3f} eV = {gap:.5f} hartree")
print(f"small-q scale gap/kF = {gap/kF/BOHR:.4f} 1/angstrom")
print(f"plasmon from zero of eps at q = {q_long/BOHR:.4f} 1/angstrom: "
      f"{plasmon*HARTREE:.3f} eV")
print(f"long-wave plasmon formula = {plasmon_formula*HARTREE:.3f} eV")
print("f-sum at q = 1 1/angstrom:")
print(f"  target pi*wp^2/2 = {target*HARTREE**2:.3f} eV^2")
print(f"  squared-frequency shift = {model_sum*HARTREE**2:.3f} eV^2")
print(f"  rigid shift = {rigid_sum*HARTREE**2:.3f} eV^2, "
      f"ratio to target = {rigid_sum/target:.4f}")
names = ("Q", "Delta", "s", "a", "logarithm", "arctangent sum", "F", "eps")
print("static formula at q = 1 1/angstrom (dimensionless):")
for name, value in zip(names, static_parts(q_demo, gap)):
    print(f"  {name} = {float(value):.5f}")
print(f"  4/(pi*kF*Q^2), kF in 1/bohr = "
      f"{4/(np.pi*kF*(q_demo/kF)**2):.5f}")
print("q (1/angstrom), eps, alpha, hybrid curvature, hybrid halfway:")
for q_A in (0.0, 0.25, 0.5, 1.0, 1.5, 2.0, 3.0, 4.0, 6.0, 8.0):
    q = q_A * BOHR
    print(f"  {q_A:.2f}  {1/alpha(q):.4f}  {alpha(q):.4f}  "
          f"{hybrid_alpha(q, mu_c):.4f}  {hybrid_alpha(q, mu_h):.4f}")
print(f"alpha = 0.25 at q = {q_at(0.25)/BOHR:.4f} 1/angstrom")
print(f"alpha = 0.50 at q = {q_at(0.50)/BOHR:.4f} 1/angstrom")
print(f"halfway alpha = {half_level:.3f} at q = {q_half/BOHR:.4f} 1/angstrom")
print(f"mu, curvature match = {mu_c/BOHR:.4f} 1/angstrom = {mu_c:.4f} 1/bohr")
print(f"mu, halfway match = {mu_h/BOHR:.4f} 1/angstrom = {mu_h:.4f} 1/bohr")
for constant in (5.0, 20.0):
    print(f"mu, curvature match, for eps(0) = {constant:.0f}: "
          f"{mu_curvature(constant)/BOHR:.4f} 1/angstrom")
print(f"largest hybrid error up to 8 1/angstrom, curvature: {error_c[ic]:+.4f}"
      f" at q = {q_grid[ic]/BOHR:.2f} 1/angstrom")
print(f"largest hybrid error up to 8 1/angstrom, halfway: {error_h[ih]:+.4f}"
      f" at q = {q_grid[ih]/BOHR:.2f} 1/angstrom")
print(f"coefficient of (q/qTF)^2, q -> 0 first: {gapped_coefficient:.4f}")
print(f"coefficient of (q/qTF)^2, gap -> 0 first: {metal_coefficient:.4f}")
print("OK")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 125, in <module>
    assert abs(slope_eps / slope_formula - 1) < 1e-4
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

The author's reading of the failure: The fault was in the program's arithmetic, not in the small-q formula. The failing slope subtracts the closed static function at q = 1e-12, where terms of order one cancel down to F of order 1e-23 and a factor of order 1e34 magnifies the rounding of the logarithm, so 60 digits leave an error in eps that swamps the slope once divided by q² = 1e-8. The working precision is raised from 60 to 120 digits, and a new test requires the function at q = 1e-12 to equal the chosen eps(0) to 1e-12. No formula, existing test or tolerance is changed.

Diff:

```diff
@@ -14,5 +14,6 @@
 from scipy.special import erfc
 
-mp.mp.dps = 60
+# The closed static formula cancels strongly at small q: many digits are needed
+mp.mp.dps = 120
 BOHR = physical_constants["Bohr radius"][0] * 1e10       # angstrom
 HARTREE = physical_constants["Hartree energy in eV"][0]  # eV
@@ -121,4 +122,5 @@
 q_small = 1e-4
 assert abs(float(static_eps(1e-7)) / eps0 - 1) < 1e-8
+assert abs(float(static_eps(1e-12)) / eps0 - 1) < 1e-12
 slope_eps = float((static_eps(q_small) - static_eps(1e-12)) / q_small**2)
 slope_formula = -(eps0 - 1) * 3 * kF**2 / (5 * gap**2)
```

After the repair:

```
density n = 0.20 1/angstrom^3
chosen eps(0) = 10.0, alpha(0) = 0.100
kF = 1.8092 1/angstrom
Thomas-Fermi wavevector = 2.0864 1/angstrom
plasma energy wp = 16.606 eV
gap parameter = 5.535 eV = 0.20342 hartree
small-q scale gap/kF = 0.4015 1/angstrom
plasmon from zero of eps at q = 0.0094 1/angstrom: 17.505 eV
long-wave plasmon formula = 17.505 eV
f-sum at q = 1 1/angstrom:
  target pi*wp^2/2 = 433.176 eV^2
  squared-frequency shift = 433.176 eV^2
  rigid shift = 687.431 eV^2, ratio to target = 1.5870
static formula at q = 1 1/angstrom (dimensionless):
  Q = 0.55273
  Delta = 0.44388
  s = 0.27637
  a = 0.40153
  logarithm = 0.96093
  arctangent sum = 2.33023
  F = 0.50368
  eps = 3.19253
  4/(pi*kF*Q^2), kF in 1/bohr = 4.35304
q (1/angstrom), eps, alpha, hybrid curvature, hybrid halfway:
  0.00  10.0000  0.1000  0.1000  0.1000
  0.25  8.3447  0.1198  0.1207  0.1117
  0.50  5.8679  0.1704  0.1800  0.1459
  1.00  3.1925  0.3132  0.3797  0.2701
  1.50  2.1583  0.4633  0.6104  0.4383
  2.00  1.6810  0.5949  0.7969  0.6107
  3.00  1.2669  0.7893  0.9684  0.8634
  4.00  1.0914  0.9162  0.9977  0.9685
  6.00  1.0159  0.9844  1.0000  0.9995
  8.00  1.0048  0.9952  1.0000  1.0000
alpha = 0.25 at q = 0.7907 1/angstrom
alpha = 0.50 at q = 1.6308 1/angstrom
halfway alpha = 0.550 at q = 1.8189 1/angstrom
mu, curvature match = 0.8196 1/angstrom = 0.4337 1/bohr
mu, halfway match = 1.0924 1/angstrom = 0.5781 1/bohr
mu, curvature match, for eps(0) = 5: 0.8693 1/angstrom
mu, curvature match, for eps(0) = 20: 0.7978 1/angstrom
largest hybrid error up to 8 1/angstrom, curvature: +0.2122 at q = 2.35 1/angstrom
largest hybrid error up to 8 1/angstrom, halfway: +0.0752 at q = 3.15 1/angstrom
coefficient of (q/qTF)^2, q -> 0 first: 1.8000
coefficient of (q/qTF)^2, gap -> 0 first: 1.0016
OK
```
